# Chiral fermion correlators: Wick determinant, Cauchy's identity and vertex operators, part 2

Vacuum correlators of massless fermions moving in one direction with velocity $v$ on a ring of length $L$ are to be derived a second time, from operators that contain no fermions. The algebra uses $\hbar=1$.

A field at position $x$ and imaginary time $\tau$ has the variable $\zeta=e^{2\pi i(x+iv\tau)/L}$, written $z$ for $\psi$ ($\varepsilon=-1$) and $w$ for $\psi^\dagger$ ($\varepsilon=+1$). Fields are numbered from the left, and $|\zeta_a|$ increases from left to right. With modes $n\le0$ filled, the fermion calculation gave

$$
\langle\psi(z)\psi^\dagger(w)\rangle=\frac1L\sum_{n\ge1}\Big(\frac zw\Big)^n
=\frac1L\,\frac{z/w}{1-z/w}=\frac{z}{L(w-z)}\equiv g(z,w),\tag{3}
$$

$$
\langle O_1\cdots O_{2n}\rangle=\sum_{b=2}^{2n}(-1)^b\,\langle O_1O_b\rangle\,
\langle O_2\cdots\widehat{O_b}\cdots O_{2n}\rangle ,\tag{5}
$$

where the hat marks an omitted field, and

$$
\langle\psi(z_1)\cdots\psi(z_n)\psi^\dagger(w_n)\cdots\psi^\dagger(w_1)\rangle=\det\big[g(z_i,w_j)\big].\tag{6}
$$

Cauchy's identity,

$$
\det\Big[\frac1{x_i-y_j}\Big]=\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} ,\tag{7}
$$

turned this into

$$
\det[g(z_i,w_j)]=\frac1{L^n}\prod_i z_i\;
\frac{\prod_{i<j}(z_j-z_i)(w_i-w_j)}{\prod_{i,j}(w_j-z_i)} ,\tag{8}
$$

and, for every neutral word,

$$
\boxed{\;\langle O_1\cdots O_{2n}\rangle=\frac1{L^n}\prod_{\psi}z\;\prod_{a<b}(\zeta_b-\zeta_a)^{\varepsilon_a\varepsilon_b}\;}\tag{9}
$$

For $L\to\infty$, with $iv\tau$ included in $x_i$ and $y_j$, the standard order (6) tends to

$$
\Big(\frac i{2\pi}\Big)^n\det\Big[\frac1{x_i-y_j}\Big]
=\Big(\frac i{2\pi}\Big)^n\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} .\tag{11}
$$

The new operators use bosons $[b_m,b_{m'}^\dagger]=\delta_{mm'}$, $m\ge1$, an integer charge $N$, and a shift $F|N\rangle=|N-1\rangle$ with $FF^\dagger=F^\dagger F=1$. $N$ and $F$ commute with the bosons; the vacuum has $N=0$ and no bosons. $V$ plays the part of $\psi$, $\bar V$ that of $\psi^\dagger$:

$$
V(z)=\frac1{\sqrt L}\,F z^N
\exp\Big(-\sum_m\frac{z^{-m}b_m^\dagger}{\sqrt m}\Big)
\exp\Big(\sum_m\frac{z^m b_m}{\sqrt m}\Big),\tag{12}
$$

$$
\bar V(w)=\frac1{\sqrt L}
\exp\Big(\sum_m\frac{w^{-m}b_m^\dagger}{\sqrt m}\Big)
\exp\Big(-\sum_m\frac{w^m b_m}{\sqrt m}\Big)\,w^{-N}F^\dagger .\tag{13}
$$

Their imaginary-time evolution is generated by

$$
H_B=\frac{2\pi v}L\Big[\sum_m m\,b_m^\dagger b_m+\frac{N(N+1)}2\Big].\tag{14}
$$

The example is $\psi(x_1)\psi(x_2)\psi^\dagger(y_2)\psi^\dagger(y_1)$ with $\hbar v=4$ eV Å, $L=40$ Å, $x=(0,3)$ Å, $y=(5,9)$ Å and, from left to right, $v\tau=24,16,8,0$ Å. Writing $g_{ij}=g(z_i,w_j)$, in units of $10^{-7}$ Å$^{-2}$, $g_{12}g_{21}=-11.7458-43.2728\,i$ and $\det g=-8.9534-0.3075\,i$.

### Boson factor

If $[A,B]$ is a number, then $\frac{d}{dt}\,e^{tA}Be^{-tA}=e^{tA}[A,B]e^{-tA}=[A,B]$, and integration from $0$ to $1$ gives $e^ABe^{-A}=B+[A,B]$. Exponentiation of both sides yields

$$
e^Ae^B=e^Be^A\,e^{[A,B]} .\tag{15}
$$

In a word of vertex operators, the exponential of annihilators in field $a$ must be moved to the right through the exponential of creators in each later field $b$. The two exponents are

$$
A=-\varepsilon_a\sum_m\frac{\zeta_a^m b_m}{\sqrt m},\qquad
B=\varepsilon_b\sum_m\frac{\zeta_b^{-m}b_m^\dagger}{\sqrt m}.
$$

Modes with different $m$ commute, so

$$
[A,B]=-\varepsilon_a\varepsilon_b\sum_{m\ge1}\frac1m\Big(\frac{\zeta_a}{\zeta_b}\Big)^m
=\varepsilon_a\varepsilon_b\ln\Big(1-\frac{\zeta_a}{\zeta_b}\Big).
$$

The last step is the integrated geometric series $\sum_m r^m/m=-\ln(1-r)$, valid because $|\zeta_a|<|\zeta_b|$. Once all annihilators stand to the right of all creators, the exponentials act on the vacuum as unity. The bosons therefore contribute

$$
\prod_{a<b}\Big(1-\frac{\zeta_a}{\zeta_b}\Big)^{\varepsilon_a\varepsilon_b}.\tag{16}
$$

Each pair of fields supplies one factor. No sum over permutations has appeared.

### Charge factor

Read the word from right to left, in the order in which the operators act. Just before field $a$ acts, the charge is $N_a=\sum_{b>a}\varepsilon_b$. A $V$ then gives $\zeta_a^{N_a}$ and a $\bar V$ gives $\zeta_a^{-(N_a+1)}$. In one formula the exponent is

$$
p_a=-\varepsilon_aN_a-d_a,\qquad d_a=\begin{cases}1&\text{for }\bar V,\\0&\text{for }V.\end{cases}
$$

In (16), write $1-\zeta_a/\zeta_b=(\zeta_b-\zeta_a)/\zeta_b$. The differences are those of (9). The denominators leave $\zeta_b$ with the exponent $-\varepsilon_b\sum_{a<b}\varepsilon_a$. The word is neutral, so $\sum_{a<b}\varepsilon_a=-\varepsilon_b-N_b$, and this exponent equals

$$
-\varepsilon_b(-\varepsilon_b-N_b)=1+\varepsilon_bN_b .
$$

Adding $p_b$ cancels the dependence on the charge and leaves $1-d_b$: one power of $z$ for each $V$, and none for $\bar V$. The $2n$ prefactors $L^{-1/2}$ give $L^{-n}$. The outcome is

$$
\langle\text{word of }V,\bar V\rangle=\frac1{L^n}\prod_\psi z\;\prod_{a<b}(\zeta_b-\zeta_a)^{\varepsilon_a\varepsilon_b},\tag{17}
$$

which is (9), for every order of the fields. A word that is not neutral vanishes on both sides, because both theories conserve charge and the vacuum has $N=0$.

### The two factors in the example

For $V(x_1)V(x_2)\bar V(y_2)\bar V(y_1)$ the charge takes the values $0,1,2,1,0$ as the operators act. The charge factor is

$$
\frac1{L^2}\,\frac{z_1z_2^2}{w_1w_2^2}=(-1.0399-0.5299\,i)\times10^{-6}\ \text{Å}^{-2}.
$$

Between the fields the charge energies in (14) are $1$, $3$ and $1$ level spacings, each held for one time step. The modulus is therefore $0.28461^5/40^2=1.167\times10^{-6}$ Å$^{-2}$. This is the contribution of the lowest state available at each charge.

The boson factor, $0.6955-0.3248\,i$, adds the particle–hole excitations on top of these states. Multiplication gives, in units of $10^{-6}$ Å$^{-2}$,

$$
\begin{aligned}
\text{real part: }&-(1.0399)(0.6955)-(0.5299)(0.3248)=-0.895,\\
\text{imaginary part: }&(1.0399)(0.3248)-(0.5299)(0.6955)=-0.031 .
\end{aligned}
$$

This is the Wick determinant found before, $(-0.895-0.031\,i)\times10^{-6}$ Å$^{-2}$.

The division into two factors belongs to the ring. If all time separations grow at fixed $L$, the ratios $\zeta_a/\zeta_b$ in (16) go to zero and the boson factor tends to one. If instead $L$ grows at fixed points, all $\zeta$ approach one. The modulus of the charge factor then falls as $L^{-n}$. In (16) there are $n(n-1)$ small factors in the numerator and $n^2$ in the denominator, each proportional to $1/L$, so the boson factor grows as $L^n$. The product stays finite, as (11) requires.

### Where the minus sign comes from within one species

$F$ commutes with itself and with $F^\dagger$, so it cannot by itself make fields of one species anticommute. The sign arises from the other two ingredients together.

Compare $V(z)V(z')$ with $V(z')V(z)$, both acting on charge $N$. The charge parts are $z^{N-1}z'^N$ and $z'^{N-1}z^N$, with ratio $z'/z$. The boson parts have the ratio

$$
\frac{1-z/z'}{1-z'/z}=\frac{z'-z}{z'}\cdot\frac{z}{z-z'}=-\frac z{z'} .
$$

The total ratio is $-1$. For $V(z)\bar V(w)$ against $\bar V(w)V(z)$, the charge parts are $z^{N+1}w^{-(N+1)}$ and $z^Nw^{-N}$, with ratio $z/w$. The boson parts give

$$
\frac{1-w/z}{1-z/w}=\frac{z-w}{z}\cdot\frac{w}{w-z}=-\frac wz ,
$$

and again the total is $-1$. The two orders converge in different regions, so these are relations between rational functions continued from one region to the other. The shift made by $F$ does matter here: it displaces the exponent of $z^N$ by one, and that power turns $-z/z'$ into $-1$. But $F$ itself carries no sign.

### Several species and the Klein factors

Now let there be species $s=1,2,\dots$, each with its own bosons and its own charge $N_s$. The bosons of different species commute, and $z^{N_s}$ commutes with the shift of another charge. If the shifts commute as well, the fields of different species commute, whereas those of fermions must anticommute. The missing sign can be put into the shift operators:

$$
F_sF_{s'}=-F_{s'}F_s,\qquad F_sF_{s'}^\dagger=-F_{s'}^\dagger F_s\qquad(s\ne s').\tag{18}
$$

Operators with these properties are called Klein factors. One realization uses the plain shifts $S_s$, which commute with each other:

$$
F_s=(-1)^{\sum_{r<s}N_r}\,S_s .
$$

For two species, $F_1=S_1$ and $F_2=(-1)^{N_1}S_2$. Acting on a state with charge $N_1$, the product $S_1(-1)^{N_1}$ reads the charge before it is lowered, while $(-1)^{N_1}S_1$ reads it afterwards. The two differ by a sign, so $F_1F_2=-F_2F_1$. Since $S_2^\dagger$ commutes with $S_1$ too, the same step gives the second relation in (18). Within one species the sign operator contains only the charges of other species, so $F_s$ still commutes with $F_s^\dagger$ and the earlier results stand.

Consider a word in which every species is neutral by itself. Move the fields until they are grouped by species, keeping the order within each group. Each exchange of fields of different species costs a factor $-1$; call the total sign $\kappa$. After grouping, each group starts and ends with all charges zero. While one group acts, the other charges are zero and the sign operators give $+1$. The correlator is then

$$
\langle\text{word}\rangle=\kappa\prod_s\langle\text{word of species }s\rangle ,\tag{19}
$$

with each factor given by (17). The fermion side obeys the same rule. Its fields of different species anticommute, which gives the same $\kappa$, and contractions between different species vanish, so the grouped word factorizes.

For a check with numbers, keep the four points of the example and assign two species $A$ and $B$ in the order $\psi_A(x_1)\psi_B(x_2)\psi_A^\dagger(y_2)\psi_B^\dagger(y_1)$. One exchange groups the word, so $\kappa=-1$ and

$$
\langle\text{word}\rangle=-g_{12}\,g_{21}=(1.1746+4.3273\,i)\times10^{-6}\ \text{Å}^{-2}.
$$

The fermion calculation and the vertex operators with Klein factors both give this value. Without the Klein factors the vertex operators give $(-1.1746-4.3273\,i)\times10^{-6}$ Å$^{-2}$.

The error does not affect every order. Two pairs of different species can be arranged in 24 ways. By species there are six patterns with four arrangements each, and the patterns $ABAB$ and $BABA$ need an odd number of exchanges. That makes $2\times4=8$ orders with the wrong sign, the number found when all 24 were computed. The tests covered these 24 orders, every order of two pairs in one species, and three words with three pairs. The largest relative deviation of the vertex operators from the fermion calculation was $2.2\times10^{-8}$, with finitely many modes kept on both sides.

### What each derivation assumes

The fermion derivation starts from anticommuting modes and a sea filled without gaps. The determinant (6) needs less than the product (8). The recursion (5) uses a vacuum in which each mode is either filled or empty, together with time ordering, and it would give a determinant for any set of occupied modes. To reach (8) through Cauchy's identity, one also uses that the contraction has the form $1/(w-z)$, up to factors that depend on $z$ alone or on $w$ alone and can be taken out of rows and columns. Here this form comes from an unbroken and unbounded row of empty modes, all with equal weight, whose energies are equally spaced.

Two changes show what happens when this fails. Suppose that just $M$ modes above the sea exist. The contraction is then $\frac1L\sum_{n=1}^M(z/w)^n$, a matrix of rank at most $M$ in the indices $i,j$, and its determinant vanishes for more than $M$ pairs. There is no room for more particles. The product (8) does not vanish at distinct points, so it cannot describe this case.

Suppose instead that the energies are no longer equally spaced, while the same modes remain filled. The factor for mode $n$ is then $e^{ik_n(x-y)}$ times an exponential whose exponent does not change in equal steps with $n$, and the geometric series (3) is lost at unequal times. At equal times the energies drop out, and the product form survives because it depends on the filled sea alone.

The vertex derivation starts from commuting bosons, an integer charge and the shift $F$. It needs neither a determinant nor Cauchy's identity: the reordering rule (15) and the logarithmic series give each pair of fields its own factor. Its special assumptions include the power $z^N$, which supplies the charge factor, and the coefficients $1/\sqrt m$ in the exponents. If all these coefficients were multiplied by a number $\lambda$, the commutator in (15) would be multiplied by $\lambda^2$. The boson factor for one pair would then become

$$
\Big(1-\frac zw\Big)^{-\lambda^2}=1+\lambda^2\,\frac zw+\dots
$$

The fermion contraction requires the series $1+z/w+\dots$, in which every empty mode has weight one. This fixes $\lambda^2=1$.

Signs enter the two derivations at different places. For fermions they are assumed at the start, for all species at once. For vertex operators the sign within a species is a result, while the sign between species must be supplied separately, here through (18).

Finally, the two calculations show that all vacuum correlators of the fields agree. They do not show that the boson states, together with all charges, span the same space as the fermion states. That is a separate statement, which is not proved here. In the argument given here, Cauchy's identity is the link: one side arrives at a determinant, the other at a product, and (7) states that they are equal. The values quoted in both halves are printed in the numerical output or follow from printed values by simple arithmetic.

## Numbers as computed

```
hbar*v: 4.0 eV angstrom
ring length L: 40.0 angstrom
level spacing 2 pi hbar v/L: 0.628319 eV
hbar/(imaginary-time step): 0.50 eV
step length v*tau: 8.00 angstrom
ratio |zeta_a/zeta_(a+1)|: 0.284610 (no unit)
x1, position and v*tau: 0.0, 24.0 angstrom
x2, position and v*tau: 3.0, 16.0 angstrom
y2, position and v*tau: 9.0, 8.0 angstrom
y1, position and v*tau: 5.0, 0.0 angstrom
ring contraction g(x1,y1): +4.073192e-04 -4.210467e-04i angstrom^-1
ring contraction g(x1,y2): +1.556783e-04 -2.038418e-03i angstrom^-1
ring contraction g(x2,y1): +2.066799e-03 -7.340648e-04i angstrom^-1
ring contraction g(x2,y2): +2.890003e-03 -7.711902e-03i angstrom^-1
ring, Wick determinant: -8.953427e-07 -3.075419e-08i angstrom^-2
ring, fermion Fock space: -8.953427e-07 -3.075420e-08i angstrom^-2
vertex charge factor with 1/L^2: -1.039940e-06 -5.298758e-07i angstrom^-2
vertex boson factor: +6.954694e-01 -3.247863e-01i (no unit)
ring, vertex operators: -8.953427e-07 -3.075419e-08i angstrom^-2
ring, closed product: -8.953427e-07 -3.075419e-08i angstrom^-2
ring, closed product converted: -2.507215e-07 -8.612050e-09i bohr^-2
determinant at L = 40 angstrom: -8.953427e-07 -3.075419e-08i angstrom^-2
  relative deviation from line: 0.99875 (no unit)
determinant at L = 400 angstrom: -2.324869e-06 -2.042361e-05i angstrom^-2
  relative deviation from line: 0.24368 (no unit)
determinant at L = 4000 angstrom: -7.394717e-07 -2.600021e-05i angstrom^-2
  relative deviation from line: 0.02635 (no unit)
determinant at L = 8000 angstrom: -6.336978e-07 -2.633386e-05i angstrom^-2
  relative deviation from line: 0.01323 (no unit)
line, vertex product: -5.260428e-07 -2.667002e-05i angstrom^-2
deviation ratio, L=4000 to L=8000: 1.9916 (no unit)
relative error at L=8000, actual: -1.251995e-02 -4.283502e-03i (no unit)
relative error at L=8000, first order: -1.256637e-02 -4.319690e-03i (no unit)
equal-time direct term g11*g22: -8.443432e-04 angstrom^-2
equal-time exchange term g12*g21: -1.407239e-03 angstrom^-2
equal-time vertex product: +5.628955e-04 angstrom^-2
equal-time converted: +1.576268e-04 bohr^-2
near-equal-time mode-sum deviation: 0.0104 (no unit)
two species, fermion Fock space: +1.174575e-06 +4.327278e-06i angstrom^-2
two species, vertex with Klein: +1.174575e-06 +4.327278e-06i angstrom^-2
two species, vertex without Klein: -1.174575e-06 -4.327278e-06i angstrom^-2
two-species orderings tested: 24
  with wrong sign if Klein factors are dropped: 8
largest vertex-Fock deviation: 2.2e-08 (no unit)
largest product-Fock deviation: 2.2e-08 (no unit)
```
